The fundamental TE mode of a silicon slab in oxide

**Problem**

A flat silicon layer of thickness d = 220 nm and refractive index n1 = 3.476 is buried in oxide of index n2 = 1.444. Light of vacuum wavelength λ = 1550 nm travels along the layer. Both materials are lossless, isotropic and non-magnetic. The layer extends without limit sideways, and the oxide without limit above and below.

(a) Find the effective index N = β/k0 of the fundamental TE mode, where β is the propagation constant and k0 = 2π/λ.

(b) How many guided TE modes are there?

(c) How many digits of N are meaningful if the thickness is uncertain by a few nanometres?

Axes: x is normal to the layer, with x = 0 at its centre, and z is the direction of travel. In a TE mode the electric field points along y. Fields vary as exp(iβz − iωt).

**Hints**

1. Reduce Maxwell's equations to one ordinary differential equation for E(x). Which two quantities are continuous at the surfaces?

2. The field must oscillate in the core and decay in the oxide. The symmetry of the layer lets you treat even and odd fields separately.

3. Use the dimensionless unknowns u = κd/2 and w = γd/2, where κ is the transverse wavenumber in the core and γ the decay constant in the oxide. The sum u² + w² does not depend on N.

4. For the lowest mode, the two conditions on u and w combine into one equation containing a cosine. Solve it by Newton's method.

5. For (c), differentiate the matching condition with respect to d.

**Solution**

*The wave equation.* With the electric field E(x) exp(iβz) along y, the law curl E = iωμ0H gives

H_x = −βE/(ωμ0),  H_z = E′/(iωμ0).

The y component of curl H = −iωε0n²E is

iβH_x − H_z′ = −iωε0n²E.

Insert H_x and H_z, multiply by iωμ0 and use ω²ε0μ0 = k0²:

β²E − E″ = k0²n²E, or E″ = (β² − k0²n²)E.

The tangential fields E and H_z are continuous at each surface. Since H_z is proportional to E′, both E and E′ are continuous.

*The allowed range of N.* Decay in the oxide requires β > k0n2, so N > n2. Multiplying the wave equation by E and integrating by parts over all x gives

−∫E′² dx = ∫(β² − k0²n²)E² dx.

The left side is negative, so β² − k0²n² must be negative somewhere. That can happen only in the core, hence N < n1. The following two quantities are therefore real and positive:

κ = k0√(n1² − N²),  γ = k0√(N² − n2²).

*Matching.* If E(x) is a solution, so is E(−x), and so are their sum and difference. Modes can therefore be taken as even or odd. The even field, with unit amplitude at the centre, is

E = cos κx for |x| < d/2,
E = cos(κd/2) exp[−γ(|x| − d/2)] for |x| > d/2.

This is already continuous. Equal slopes at x = d/2 require

−κ sin(κd/2) = −γ cos(κd/2), or u tan u = w.

The definitions of κ and γ also give

u² + w² = (k0d/2)²(n1² − N² + N² − n2²) = V²,

V = (k0d/2)√(n1² − n2²).

*One equation for the lowest mode.* For 0 < u < π/2, put tan u = w/u into 1/cos²u = 1 + tan²u:

1/cos²u = (u² + w²)/u² = V²/u².

Both cos u and u/V are positive here, so

cos u = u/V.

Conversely, this equation gives sin u = w/V and hence tan u = w/u, so no false root has entered. The left side falls from 1 to 0 over the interval while the right side rises from 0. There is exactly one root for every V > 0, so a symmetric slab guides this mode however thin it is.

The limits make sense. For small V, u ≈ V and w = u tan u ≈ V². Then γ = 2w/d is proportional to d, the field spreads far into the oxide, and N approaches n2. If V is made large by thickening the layer, u approaches π/2, so κ ≈ π/d becomes small compared with k0, and N approaches n1.

*Numbers.* The inputs give

k0d/2 = π × 220/1550 = 0.445903,

V = 0.445903 × √(3.476² − 1.444²) = 1.40989.

Apply Newton's method to g(u) = u − V cos u:

u_new = u − (u − V cos u)/(1 + V sin u).

Starting from u = 1, the first step is

u = 1 − (1 − 0.76177)/(1 + 1.18638) = 0.89104.

The next iterates are 0.888761 and 0.888760. The seemingly simpler iteration u → V cos u does not settle on the root. Its slope there is −V sin u = −w = −1.094, so a small error grows by about 9% per step and changes sign.

Since u = (k0d/2)√(n1² − N²),

N² = n1² − [u/(k0d/2)]² = 12.0826 − (0.888760/0.445903)² = 8.1099,

N = 2.848.

This answers (a): the effective index is about 2.85. A finite-difference solution of the wave equation on a 0.5 nm grid, which does not use the matching condition, gives the same value, 2.84778.

*Reading the field.* The root corresponds to κ = 8.080 µm⁻¹ and γ = 9.950 µm⁻¹. At the surface the field is cos u = 0.630 of its central value, and in the oxide it falls by a factor e every 100.5 nm. The mode thus reaches well outside the silicon.

*Number of modes.* Another even mode needs tan u > 0 with u > π/2, hence u > π. An odd mode has E = sin κx in the core, and matching gives

κ cos u = −γ sin u, or −u cot u = w.

Since w > 0, this needs u > π/2. But u cannot exceed V = 1.410, which is less than π/2 = 1.571. The answer to (b) is one guided TE mode. The second appears when V = π/2, that is, at

d = λ/[2√(n1² − n2²)] = 245.1 nm

for the same wavelength and indices.

*Sensitivity to thickness.* Write the matching condition as κd/2 = arctan(γ/κ) and let a dot mean d/dd at fixed wavelength and indices. From κ² = k0²n1² − β² and γ² = β² − k0²n2²,

κ̇ = −ββ̇/κ,  γ̇ = ββ̇/γ.

The derivative of the right side is

(κγ̇ − γκ̇)/(κ² + γ²) = ββ̇(κ/γ + γ/κ)/(κ² + γ²) = ββ̇/(κγ).

The derivative of the left side is (κ + dκ̇)/2 = κ/2 − dββ̇/(2κ). Equating the two,

κ/2 = ββ̇[d/(2κ) + 1/(κγ)],

β̇ = κ²/[β(d + 2/γ)].

Dividing by k0 and using β = k0N = 11.544 µm⁻¹ and d + 2/γ = 0.4210 µm,

dN/dd = 65.28/(4.0537 × 11.544 × 0.4210) = 3.31 µm⁻¹ = 0.00331 nm⁻¹.

A thickness error of 5 nm changes N by 0.017. This answers (c): with such an error the second decimal is already uncertain by one or two units, so at most three digits of N are meaningful, and the last of them is only approximate. The third decimal has meaning only if d is known to a fraction of a nanometre.

*Sensitivity to temperature.* Heating changes the silicon index. Differentiate the wave equation with respect to n1, multiply by E and integrate over x. The terms containing ∂E/∂n1 cancel after two integrations by parts, because E itself solves the wave equation. What remains is

β(∂β/∂n1)∫E² dx = k0²n1∫_core E² dx, or ∂N/∂n1 = n1Γ/N,

where Γ is the fraction of ∫E² dx that lies in the core. To find it, use sin 2u = 2κγ/(κ² + γ²) and cos²u = κ²/(κ² + γ²):

core: d/2 + sin(2u)/(2κ) = d/2 + γ/(κ² + γ²),

oxide, both sides: cos²u/γ = κ²/[γ(κ² + γ²)].

The sum is d/2 + 1/γ, so

Γ = [d + 2γ/(κ² + γ²)]/(d + 2/γ) = (0.2200 + 0.1211)/0.4210 = 0.810.

Hence ∂N/∂n1 = 3.476 × 0.8103/2.8478 = 0.989. With a rough thermo-optic coefficient of 1.8 × 10⁻⁴ K⁻¹ for silicon, heating by 50 K raises N by 0.989 × 1.8 × 10⁻⁴ × 50 = 0.009. The thickness and the oxide index are held fixed in this estimate.

*The real layer.* In a silicon-on-insulator wafer the lower oxide is not unlimited: it rests on more silicon, into which light can tunnel. Take this oxide to be 2 µm thick. Across it the squared field is multiplied by exp(−2 × 9.950 × 2) ≈ 5 × 10⁻¹⁸. Solving the matching conditions numerically with an outgoing wave in the substrate gives a slightly complex β and a loss of about 7 × 10⁻¹³ dB/cm, which is negligible. Scattering from rough surfaces is not included. In a narrow waveguide the assumption of unlimited width also fails. Variation 2 estimates the effect.

**Variation 1: the other polarization**

*Find the effective index of the fundamental TM mode of the same slab.*

Now H points along y, and the continuous quantities are H and H′/n², the latter being proportional to the tangential field E_z. Within each uniform layer H obeys the same equation as E did, so the even solution has the same form. Matching H′/n² gives

(κ/n1²) tan u = γ/n2², or u tan u = (n1²/n2²)w,

again with u² + w² = V². The factor n1²/n2² is 5.795. Between u = 0 and u = V the left side rises and the right side falls to zero, so there is one root. The larger right side moves it to a larger u, and hence to a smaller N, than in the TE case.

Bisection gives u = 1.2506 and w = 0.6509. Both sides then equal 3.77, and

N_TM = √[12.0826 − (1.2506/0.445903)²] = 2.053.

The two polarizations therefore differ by about 0.79 in effective index.

**Variation 2: a wire of finite width**

*The layer is etched into a wire of width W = 500 nm and surrounded by the same oxide. Estimate the effective index of the mode whose main electric field is still along y.*

The effective-index method assumes that the field is approximately a product of a vertical and a lateral profile. The vertical profile is that of the slab, so the silicon region acts laterally as a core of index N = 2.848. On either side there is oxide of index 1.444. The main electric field points along y and is therefore perpendicular to the side walls. This second slab therefore needs the TM condition of Variation 1:

u tan u = (N²/n2²)w, u² + w² = (k0W/2)²(N² − n2²).

Here N²/n2² = 3.889, k0W/2 = 1.0134 and √(u² + w²) = 2.487. The lowest root is u ≈ 1.398 with w ≈ 2.057, for which both sides are close to 8.0. Then

N_wire = √[8.110 − (1.398/1.0134)²] ≈ 2.49.

In this estimate, finite width lowers the index by about 0.36, or 13% of the slab value. This is far more than the thickness and temperature shifts found above, so the slab index should not be used for a wire this narrow.

A two-dimensional calculation that keeps only the main transverse electric component gives 2.488 on a 5 nm grid, close to the estimate for this wire. The last digit depends on the grid: the value falls by about 0.001 from a 10 nm to a 5 nm grid and by about 0.0005 on halving again. One close value does not show that the product assumption is equally good for other widths. Both calculations ignore the smaller transverse component, so their agreement does not show that either is accurate. A full-vector solution, which includes that component, gives about 2.445. Both values are therefore too high by 0.04 to 0.05, and a design that needs the second decimal requires the full-vector solution. Most of the other results are listed in the numerical output below.

Numbers as computed

```
Core index n1                         3.476
Cladding index n2                     1.444
Thickness d                           220 nm
Vacuum wavelength                     1550 nm
k0                                    4.05367 1/um
k0 d/2                                0.445903
V                                     1.409890
pi/2 (limit for one TE mode)          1.570796
Newton step 0: u = 1.0000000, N = 2.655777
Newton step 1: u = 0.8910377, N = 2.844200
Newton step 2: u = 0.8887609, N = 2.847781
Newton step 3: u = 0.8887598, N = 2.847782
Newton step 4: u = 0.8887598, N = 2.847782
w = gamma d/2                         1.094484
Slope size of u -> V cos u at root    1.0945
kappa                                 8.0796 1/um
gamma                                 9.9499 1/um
Field decay length 1/gamma            100.5 nm
Field at surface / field at centre    0.6304
Effective index N, TE0                2.84778
Same from finite differences          2.84778
Cutoff thickness of second TE mode    245.1 nm
Fraction of integral of E^2 in core   0.8103
Same from finite differences          0.8103
dN/dd                                 0.00331 1/nm
dN/dn1                                0.9890
dN/dn2                                0.0962
Thickness error assumed               5 nm
Resulting change of N                 0.0166
Thermo-optic coefficient (rough)      1.8e-04 1/K
Temperature change assumed            50 K
Resulting change of N                 0.0089
Effective index, TM0                  2.0533
TM0 from finite differences           2.0533
Buried oxide thickness assumed        2.0 um
Leakage loss into substrate           7.2e-13 dB/cm
Strip width assumed                   500 nm
Strip N, effective-index estimate     2.491
Strip N, 2D one-component, 10 nm grid 2.489
Strip N, 2D one-component, 5 nm grid  2.488
```
